# Why polarization and self-energy vertices partly cancel in a two-orbital gap

**Question.** A vertex correction in the polarization \(P\) can strengthen screening and shrink a GW gap, while the same vertex in the self-energy \(\Sigma\) reopens it. Why do the two effects oppose each other, why is the cancellation partial, and when do these signs hold?

**Answer.** A test charge displaces the electrons of the medium. The displaced density \(\delta n\) produces a Hartree potential \(v\,\delta n\), which is ordinary screening, and also an exchange potential \(f\,\delta n\), where \(f\) is the exchange kernel. This second potential acts in two places. Acting on the added or removed electron itself, it is the vertex in \(\Sigma\). Acting on the electrons of the medium, it is the vertex in \(P\). The medium responds to \(f\,\delta n\) by screening it, so the second effect opposes the first. A medium of finite dielectric function screens a potential incompletely, and the cancellation between the two potentials is therefore partial.

### The relation between the two vertices

Let \(V_{\rm cl}\) be the external plus Hartree potential, and start from a local exchange potential \(v_x[n]\) with static kernel \(f=\delta v_x/\delta n\). Products below are matrix products over sites. Since \(G^{-1}\) contains \(-V_{\rm cl}-v_x\), the vertex is

\[
\Gamma=-\frac{\delta G^{-1}}{\delta V_{\rm cl}}
\;\longrightarrow\; g=1+f\frac{\delta n}{\delta V_{\rm cl}}=1+fP .
\]

The density responds through the bare polarization \(P_0\) to \(V_{\rm cl}+v_x\), so \(P=P_0g\) and \(g=(1-fP_0)^{-1}\). The response to an external potential obeys \(\chi=P+Pv\chi\), and the screened interaction is \(W_P=v+v\chi v\). Placing the vertex in \(\Sigma=iGW\Gamma\) replaces \(W_P\) by

\[
gW_P=W_P+fPW_P=W_P+f\chi v ,
\]

because \(PW_P=(P+Pv\chi)v=\chi v\). This is the direct effect of the exchange potential.

For the effect of the vertex in \(P\), let \(\chi_0=P_0+P_0v\chi_0\) be the RPA response and \(W_0=v+v\chi_0v\). With the vertex, \(\chi=P_0+P_0(v+f)\chi\). Moving \(P_0v\chi\) to the left and multiplying by \((1-P_0v)^{-1}\) gives \(\chi=\chi_0+\chi_0f\chi\). Hence

\[
W_P-W_0=v\chi_0\,(f\chi v)=-(1-\varepsilon^{-1})\,(gW_P-W_P),
\qquad \varepsilon^{-1}=1+v\chi_0 .
\]

The polarization vertex undoes the fraction \(1-1/\varepsilon\) of the self-energy vertex, read as a matrix relation at each frequency. It holds for any local static density kernel. At zero and imaginary frequencies, the only ones the first-order gap correction below needs, the eigenvalues of \(1-\varepsilon^{-1}\) lie between zero and one, so each screening mode of the potential \(f\chi v\) is undone in part. This carries over to diagonal matrix elements of the interaction when \(f\) is proportional to \(v\), as below, because \(W_0\), \(W_P\) and \(gW_P\) then all have the form \(v^{1/2}F(v^{1/2}P_0v^{1/2})\,v^{1/2}\). For a kernel of another shape, such as an on-site \(f\) with a long-range \(v\), the fraction undone in a given matrix element can be negative or exceed one. At real frequencies the fraction can exceed one just below a resonance of the medium and turn negative above it, where the two vertices reinforce each other. Here, and below, the \(\Sigma\) vertex is switched on after the \(P\) vertex.

### The two-orbital model

Two electrons occupy two sites with energies \(\mp D/2\), hopping \(-t\), on-site repulsion \(U\) and inter-site repulsion \(V<U\). The occupied and empty orbitals are \(\phi_h=(\cos\theta,\sin\theta)\) and \(\phi_l=(-\sin\theta,\cos\theta)\). Their transition density is

\[
q=\tfrac12\sin2\theta\,(-1,1),\qquad vq=(U-V)q .
\]

Writing \((pq|rs)\) for the Coulomb integral between the densities \(\phi_p\phi_q\) and \(\phi_r\phi_s\), we obtain

\[
K=(hl|hl)=\tfrac12(U-V)\sin^22\theta,
\]
\[
(hh|hl)=-(ll|hl)=-\tfrac12(U-V)\sin2\theta\cos2\theta .
\]

With \(m=|(hh|hl)|\), this gives \(m^2/K^2=\cot^22\theta\).

In this closed shell \(n=2\phi_h^2\), so Fock exchange acting on \(\phi_h\) equals \(-\tfrac12v_H\phi_h\), where \(v_H=vn\). We therefore take \(v_x=-v_H/2\) and \(f=-v/2\). The orbitals are the Hartree-Fock ones, since both exchange operators have the same element \(-(hh|hl)\) between \(h\) and \(l\). The diagonal element for \(l\) is \(-K\) with Fock exchange and \(-J\) with \(v_x\), where \(J=(hh|ll)\). If \(\Delta\) is the gap with \(v_x\), the Hartree-Fock gap is \(\Delta+J-K\). Inserting the site densities,

\[
J-K=V(\cos^4\theta+\sin^4\theta+2\sin^2\theta\cos^2\theta)=V .
\]

### Excitation energy and gap correction

Two spins and both time orders give

\[
P_0=2\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right]qq^T
=\frac{4\Delta}{\omega^2-\Delta^2}\,qq^T .
\]

Summing the series in an interaction with \(\kappa=q^T(v+f)q\) gives

\[
\chi=\frac{4\Delta}{\omega^2-\Omega^2}\,qq^T,\qquad
\Omega^2=\Delta^2+4\kappa\Delta .
\]

In RPA \(\kappa=K\); with the vertex \(\kappa=K/2\). Defining \(x=4K/\Delta\), the excitation energy falls from \(\Omega_0=\Delta\sqrt{1+x}\) to \(\Omega_P=\Delta\sqrt{1+x/2}\). Time-dependent Hartree-Fock gives the same singlet energy, as the numerical tests confirm. There the electron-hole attraction is \(J=V+K\). Its part \(V\) offsets the larger Hartree-Fock gap \(\Delta+V\). The remaining \(K\), together with an equal exchange term that couples excitation to de-excitation, is what the vertex adds to RPA.

The correlation part of the interaction is \(\lambda v\chi v\). Without the \(\Sigma\) vertex \(\lambda=1\). With it \(v\chi v+f\chi v=\tfrac12v\chi v\), so \(\lambda=1/2\). For an energy \(\omega\) in the gap and \(a=\omega-\varepsilon_r\), the frequency integral is

\[
\Sigma_p^c(\omega)=\lambda\sum_r(pr|hl)^2
\int\frac{d\omega'}{2\pi}\,
\frac{1}{a+i\omega'}\,\frac{4\Delta}{\omega'^2+\Omega^2} .
\]

The odd part of \(1/(a+i\omega')\) integrates to zero. The even part, \(a/(a^2+\omega'^2)\), gives \(\pi\,{\rm sgn}(a)/[\Omega(|a|+\Omega)]\). With \(s=2\Delta/\Omega\), each orbital \(r\) contributes \(\lambda s(pr|hl)^2\,{\rm sgn}(a)/(|a|+\Omega)\). The sign is positive for \(r=h\) and negative for \(r=l\). Continuing these expressions to the poles of \(G_0\),

\[
\Sigma^c_h(\varepsilon_h)=\lambda s\left[\frac{m^2}{\Omega}-\frac{K^2}{\Delta+\Omega}\right]
=-\Sigma_l^c(\varepsilon_l).
\]

To first order, without renormalization of the poles, the gap is \(\Delta+V+\delta\), with

\[
\delta=\lambda s\left[-\frac{2m^2}{\Omega}+\frac{2K^2}{\Delta+\Omega}\right].
\]

The first term is relaxation around the added or removed electron, and it closes the gap. The second is pair correlation of the neutral ground state, lost when the electron number changes, and it opens the gap.

Since \(s/\Omega=2\Delta/\Omega^2\), the relaxation term contains the static response alone. Its values are

\[
-\frac{4m^2}{\Delta(1+x)},\qquad
-\frac{4m^2}{\Delta(1+x/2)},\qquad
-\frac{2m^2}{\Delta(1+x/2)}
\]

for GW, the \(P\) vertex alone, and both vertices. The \(P\) vertex changes it by \(-2m^2x/[\Delta(1+x)(1+x/2)]\), the \(\Sigma\) vertex by \(+2m^2/[\Delta(1+x/2)]\). The fraction undone is \(x/(1+x)=1-1/\varepsilon\), with static \(\varepsilon=1+x\).

### Why the self-energy vertex gives one half

At second order, remove a spin-up electron from \(h\). In GW the hole can excite either electron from \(h\) to \(l\), giving \(2m^2/\Delta\). One of these processes excites the electron that has just been removed, so it needs two holes in the same spin orbital. Exchange cancels this forbidden process and leaves \(m^2/\Delta\). Likewise, an electron added to \(l\) cannot excite another of the same spin into the orbital it fills. In the pair term, exchange removes the processes with two equal-spin electrons in \(l\), or two equal-spin holes in \(h\), and again leaves half. This exact halving needs two electrons in two orbitals. With several empty orbitals \(a,b\), the exchange term for the added electron is \((la|hb)(lb|ha)\), which differs from \((la|hb)^2\) when \(a\ne b\). With more electrons, \(f=-v/2\) is no longer the exchange kernel.

The \(\Sigma\) vertex thus acts from second order in the interaction. The \(P\) vertex needs a further interaction inside the polarization and starts at third order. For small \(x\) the relaxation shifts therefore cancel only slightly.

### When the signs hold

The \(\Sigma\) vertex removes half of \(\delta\) at \(\Omega_P\). It reopens the gap when that \(\delta\) is negative:

\[
\frac{m^2}{K^2}>\frac{\Omega_P}{\Delta+\Omega_P}.
\]

For the \(P\) vertex, write \(\delta=4\Delta F(\Omega)\) at \(\lambda=1\), with \(F=-m^2/\Omega^2+K^2/[\Omega(\Delta+\Omega)]\). Then

\[
\frac{dF}{d\Omega}=\frac{2m^2}{\Omega^3}
-\frac{K^2(\Delta+2\Omega)}{\Omega^2(\Delta+\Omega)^2}.
\]

Lowering \(\Omega\) shrinks the gap if this derivative is positive from \(\Omega_P\) to \(\Omega_0\), that is, if

\[
\frac{m^2}{K^2}>\frac{\Omega(\Delta+2\Omega)}{2(\Delta+\Omega)^2}.
\]

Both right-hand sides are below one, so \(m^2\ge K^2\) is sufficient. Since \(n_1-n_2=2\cos2\theta\), this corresponds to a charge difference of at least \(\sqrt2\). The signs can also hold somewhat below that value, although the \(P\) shift can then exceed the \(\Sigma\) shift and leave no net reopening. The dimer must still be polar: because \(\Omega_P>\Delta\), the first condition requires \(m^2/K^2>1/2\), a charge difference above \(2/\sqrt3\approx1.15\). In the symmetric dimer \(m=0\), the pair term stands alone, and both signs reverse. The need for polarity comes from having only two orbitals; further empty orbitals allow relaxation in a symmetric molecule. For H\(_2\) with the same kernel and first-order formulas, the STO-3G and 6-31G** bases show the reversal. The cc-pVDZ, cc-pVTZ and aug-cc-pVDZ bases give a negative \(P\) shift (\(-0.03\) to \(-0.05\) eV) and a positive \(\Sigma\) shift (\(+0.06\) to \(+0.10\) eV), with sizes not converged in the basis. What carries over is the competition between relaxation and pair terms, not the charge thresholds.

The strong-screening limit \(x\to\infty\), where the relaxation shifts would cancel completely, lies outside the stable range of this mean field. For the triplet, the time-dependent Hartree-Fock matrices are \(A=\Delta+V-J=\Delta-K\) and \(B=-K\). The squared energy is \((A-B)(A+B)=\Delta(\Delta-2K)\), which vanishes at \(x=2\). The fraction undone in the relaxation part therefore stays below \(2/3\) here.

### Numbers for a polar dimer

Take \(t=1\), \(U=6\), \(V=2\) and \(D=6\) eV. The mean field gives \(\Delta=3.409\), \(K=0.688\) and \(m=0.950\) eV. Thus \(m^2/K^2=1.91\), which satisfies the sign condition, and \(x=4(0.6884)/3.409=0.808\), with one more digit of \(K\). The GW relaxation term is

\[
-\frac{4(0.950)^2}{3.409\times1.808}=-0.586\ {\rm eV}.
\]

The Hartree-Fock gap is \(3.409+2=5.409\) eV. The corrections to it, in eV, are:

| | Relaxation | Pair | Gap |
|---|---:|---:|---:|
| GW | −0.586 | +0.176 | 4.999 |
| \(P\) vertex | −0.755 | +0.215 | 4.869 |
| Both | −0.377 | +0.107 | 5.139 |
| Full diagonalization | −0.292 | +0.091 | 5.208 |

The last row splits the gap \(E_1+E_3-2E_2\), where \(E_N\) is the lowest energy with \(N\) electrons. Relaxation is the energy gained by the three-electron and one-electron states relative to frozen orbitals. The pair part is minus twice the correlation energy of the neutral state.

The \(P\) vertex shifts the gap by \(-0.130\) eV and the \(\Sigma\) vertex by \(+0.270\) eV, a net reopening of \(0.140\) eV. In the relaxation part the fraction undone is \(0.808/1.808=0.447\). For the whole gap it is \(0.130/0.270=0.48\). The difference comes from the pair part, whose shifts have the opposite signs and a smaller fraction undone, \((0.215-0.176)/0.107\approx0.36\).

Relative to full diagonalization of the same model, the gap error is \(-0.209\) eV in GW, \(-0.339\) eV with the \(P\) vertex alone and \(-0.069\) eV with both. These errors belong to the first-order evaluation at the mean-field energies. Solving the quasiparticle equation with the same \(G_0\) and \(W\), where the empty level moves up by \(V\) toward the pole of \(\Sigma\), gives \(-0.370\), \(-0.553\) and \(-0.212\) eV and a fraction undone of 0.54; the signs and the ranking are unchanged. With \(U\) and \(V\) reduced a thousandfold, GW gives twice the exact relaxation and pair parts, while both vertices reproduce them to within 0.1%. The remaining error at full coupling is thus of third and higher order.

Raising \(D\) from 5 to 12 eV lowers \(x\) from 1.31 to 0.055, and the fraction undone in the whole gap falls from 0.67 to 0.05. In this scan, weaker screening leaves the \(\Sigma\) vertex nearly uncompensated.

The symmetric dimer with \(t=1\), \(U=3\), \(V=2\), \(D=0\) eV shows the reversal: the \(P\) vertex opens the gap by 0.037 eV and the \(\Sigma\) vertex closes it by 0.092 eV. There GW, at 4.146 eV, lies slightly closer to the exact 4.123 eV than the result with both vertices, 4.092 eV. Including both vertices does not guarantee a smaller error. The local kernel gives the exchange-only density response of this singlet, but in \(\Sigma\) it is approximate beyond second order, and already at second order once there are more than two orbitals. The factor one half comes from the kernel \(f=-v/2\); the fraction \(1-1/\varepsilon\) at the level of the interaction does not depend on it.

The numerical output lists the remaining values.

## Table of computed values

```
Inputs: t=1.0, U=6.0, V=2.0, D=6.0 eV
Mean-field charge difference n1-n2 = 1.6196
Mean-field gap Delta = 3.4090 eV
K = (hl|hl) = 0.6884 eV
|m| = |(hh|hl)| = 0.9502 eV
m^2/K^2 = 1.9054
J = (hh|ll) = 2.6884 eV
x = 4K/Delta = 0.8077; static epsilon = 1.8077
Omega, RPA = 4.5835 eV
Omega, P vertex = 4.0392 eV
Triplet excitation energy = 2.6321 eV
Static interaction / bare, charge-transfer channel:
  GW: 0.5532
  P vertex: 0.4246
  both: 0.7123
  static vertex factor g = 1.6774
Gap corrections (relaxation, pair, total) in eV:
  GW: -0.5861, +0.1764, -0.4097
  P vertex: -0.7546, +0.2148, -0.5399
  both: -0.3773, +0.1074, -0.2699
  exact: -0.2923, +0.0914, -0.2009
Gap, Hartree-Fock = 5.4090 eV
Gap, GW = 4.9994 eV (error -0.2088 eV)
Gap, P vertex = 4.8692 eV (error -0.3390 eV)
Gap, both = 5.1391 eV (error -0.0691 eV)
Gap, full diagonalization = 5.2082 eV
Shift from P vertex = -0.1302 eV
Shift from Sigma vertex = +0.2699 eV
Net shift from both = +0.1397 eV
Share undone, relaxation part = 0.4468
Share undone, whole gap = 0.4823
Second order: with exchange/direct = 0.5000
Weak coupling, U and V times 0.001:
  approximate/exact (relaxation, pair):
  GW: 2.0009, 2.0009
  P vertex: 2.0010, 2.0010
  both: 1.0005, 1.0005
  order of P shift 3.004, Sigma shift 2.002
Scan: D, x, P shift, Sigma shift, share, GW err, both err
  (D, shifts and errors in eV)
  5, 1.310, -0.1374, +0.2039, 0.674, -0.1091, -0.0426
  6, 0.808, -0.1302, +0.2699, 0.482, -0.2088, -0.0691
  8, 0.289, -0.0429, +0.1862, 0.231, -0.2048, -0.0616
  12, 0.055, -0.0026, +0.0487, 0.052, -0.0605, -0.0143
Symmetric dimer: t=1, U=3, V=2, D=0 eV
  Delta=2.0000, K=0.5000 eV, x=1.0000
  P shift +0.0371 eV, Sigma shift -0.0918 eV
  gaps: HF 4.0000, exact 4.1231 eV
  gap, GW: 4.1464 eV
  gap, P vertex: 4.1835 eV
  gap, both: 4.0918 eV
```
